**Finite-volume inductive field: power conservation and accuracy**

The program solves for the complex azimuthal electric field $E$ in a cylindrical reactor with coil current density $J$, plasma conductivity $\sigma$ and square cells of side $h$. It asserts that the coil power, the matched Poynting power entering the plasma and the ohmic absorption $\tfrac12\int\mathrm{Re}(\sigma)|E|^2\,dV$ agree on every grid; the largest relative imbalance printed is below $10^{-15}$. Further assertions compare the curl operator with a Cartesian double curl, and the heating formula with an electron trajectory integrated in time. For uniform plasma, a grid-free Bessel-mode solution gives 205.71 W, and the finite-volume field converges to it with order 1.99. An operator that lacks the $-E/r^2$ term also balances but gives 330 W, which shows that balance alone does not establish accuracy. For the nonuniform density, the extrapolated absorption is 109.52 W and the plasma series resistance is 0.548 ohm. A Poynting estimate extrapolated from inside the plasma misses the absorption by 9.6 % at $h=5$ mm and by 0.96 % at $h=1.25$ mm.

## Program and output

```python
"""
Result under test: for the azimuthal electric field in an inductive reactor,
a finite-volume solution has equal Poynting input and ohmic absorption on any
grid; accuracy is tested separately against a Bessel-mode solution.

Field: Re[E(r,z) exp(i omega t)], peak phasors, SI units.
Equation: d/dr[(1/r)d(rE)/dr] + d2E/dz2 + eps*k0^2*E
          - i*omega*mu0*sigma*E = i*omega*mu0*J.
sigma = n e^2/[m(nu+i omega)]: electron conductivity; J: coil current density;
eps: relative permittivity; k0 = omega/c; h: side of a square cell.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.sparse import diags, identity, kron
from scipy.sparse.linalg import splu
from scipy.special import j0, j1, jn_zeros, jv

RADIUS, PLASMA_TOP, WINDOW_TOP, LID = 0.15, 0.10, 0.12, 0.20
COIL_BOTTOM, COIL_TOP = 0.13, 0.14
TURNS = [(0.03, 0.04), (0.07, 0.08), (0.11, 0.12)]
EPS_WINDOW = 4.0
CURRENT = 20.0
FREQUENCY = 13.56e6
DENSITY = 1.0e17
NU = 5.0e7
omega = 2*np.pi*FREQUENCY
mu0 = const.mu_0
k0 = omega/const.c
sigma_peak = DENSITY*const.e**2/(const.m_e*(NU + 1j*omega))
coil_density = CURRENT/((TURNS[0][1]-TURNS[0][0])*(COIL_TOP-COIL_BOTTOM))


def solve_field(h, uniform, omit_curvature=False):
    """Assemble and solve the cell equations, each weighted by r*h^2."""
    nr, nz = round(RADIUS/h), round(LID/h)
    r = (np.arange(nr)+0.5)*h
    z = (np.arange(nz)+0.5)*h
    faces = np.arange(1, nr)*h
    diagonal = np.zeros(nr)
    diagonal[:-1] += 1/faces
    diagonal[1:] += 1/faces
    diagonal[0] += 2*h/r[0]**2
    diagonal[-1] += 2/RADIUS
    radial = diags([-r[1:]*r[:-1]/faces, r*r*diagonal,
                    -r[1:]*r[:-1]/faces], [-1, 0, 1])
    if omit_curvature:
        radial = radial - diags(h*h/r)
    axial_diagonal = np.full(nz, 2.0)
    axial_diagonal[[0, -1]] = 3.0
    axial = diags([-np.ones(nz-1), axial_diagonal, -np.ones(nz-1)],
                  [-1, 0, 1])
    curl_part = kron(identity(nz), radial) + kron(axial, diags(r))
    rr, zz = np.meshgrid(r, z)
    profile = np.ones_like(rr)
    if not uniform:
        profile = j0(jn_zeros(0, 1)[0]*rr/RADIUS)*np.sin(np.pi*zz/PLASMA_TOP)
    sigma = np.where(zz < PLASMA_TOP, sigma_peak*profile, 0)
    eps = np.where((zz > PLASMA_TOP) & (zz < WINDOW_TOP), EPS_WINDOW, 1.0)
    coil = np.zeros_like(rr)
    for inner, outer in TURNS:
        inside = ((rr > inner) & (rr < outer)
                  & (zz > COIL_BOTTOM) & (zz < COIL_TOP))
        coil[inside] = coil_density
    local = rr*h*h*(1j*omega*mu0*sigma - eps*k0**2)
    matrix = (-curl_part - diags(local.ravel())).tocsc()
    source = (1j*omega*mu0*coil*rr*h*h).ravel()
    field = splu(matrix, permc_spec="MMD_AT_PLUS_A").solve(source)
    return dict(h=h, r=r, z=z, rr=rr, sigma=sigma, coil=coil,
                E=field.reshape(nz, nr))


def ohmic_power(s, top=PLASMA_TOP):
    heating = 0.5*s["sigma"].real*abs(s["E"])**2*2*np.pi*s["rr"]*s["h"]**2
    return heating[s["z"] < top].sum()


def coil_power(s):
    return -0.5*np.sum(s["E"].real*s["coil"]*2*np.pi*s["rr"])*s["h"]**2


def poynting_power(s, plane=PLASMA_TOP, upper_weight=0.5):
    """Downward power from H_r and E on a cell-face plane."""
    k = round(plane/s["h"])
    lower, upper = s["E"][k-1], s["E"][k]
    face_field = (1-upper_weight)*lower + upper_weight*upper
    h_radial = (upper-lower)/(s["h"]*1j*omega*mu0)
    return np.sum(0.5*(face_field*h_radial.conj()).real
                  * 2*np.pi*s["r"]*s["h"])


def one_sided_poynting(s):
    """Surface power from quadratic extrapolation inside the plasma."""
    k = round(PLASMA_TOP/s["h"])
    a, b, c = s["E"][k-1], s["E"][k-2], s["E"][k-3]
    surface = (15*a-10*b+3*c)/8
    slope = (2*a-3*b+c)/s["h"]
    h_radial = slope/(1j*omega*mu0)
    return np.sum(0.5*(surface*h_radial.conj()).real
                  * 2*np.pi*s["r"]*s["h"])


def balance_error(s):
    p = ohmic_power(s)
    return max(abs(poynting_power(s)/p-1), abs(coil_power(s)/p-1))


# Cartesian double curl of a test azimuthal field, evaluated where phi = 0.
x, y, zs = sp.symbols("x y z", real=True)
rs = sp.symbols("r", positive=True)


def curl(v):
    return [sp.diff(v[2], y)-sp.diff(v[1], zs),
            sp.diff(v[0], zs)-sp.diff(v[2], x),
            sp.diff(v[1], x)-sp.diff(v[0], y)]


E_over_r = (x*x+y*y)*zs**2 + zs**3
cartesian = curl(curl([-y*E_over_r, x*E_over_r, sp.Integer(0)]))[1]
E_test = rs**3*zs**2 + rs*zs**3
cylindrical = -(sp.diff(sp.diff(rs*E_test, rs)/rs, rs)
                + sp.diff(E_test, zs, 2))
assert sp.simplify(cartesian.subs({y: 0, x: rs})-cylindrical) == 0

# Cycle-averaged work on an electron, from its motion in time.
# Velocity unit e*E/(m*omega), time unit 1/omega.


def electron_motion(t, state):
    return [-np.cos(t)-NU/omega*state[0], -state[0]*np.cos(t)]


periods = 2*np.pi*np.array([10, 11])
motion = solve_ivp(electron_motion, (0, periods[-1]), [0, 0],
                   t_eval=periods, method="DOP853", rtol=1e-10, atol=1e-12)
mean_work = (motion.y[1, 1]-motion.y[1, 0])/(2*np.pi)
heating_time = mean_work*DENSITY*const.e**2/(const.m_e*omega)
heating_formula = 0.5*sigma_peak.real
assert abs(heating_time/heating_formula-1) < 1e-6

# Grid-free solution for uniform plasma, by Bessel modes.
zeros = jn_zeros(1, 60)
kappa = zeros/RADIUS
norm = RADIUS**2*jv(2, zeros)**2/2
nodes, weights = np.polynomial.legendre.leggauss(24)
projection = np.zeros_like(kappa)
for inner, outer in TURNS:
    rq = (inner+outer)/2 + (outer-inner)/2*nodes
    projection += ((outer-inner)/2*weights*rq) @ j1(np.outer(rq, kappa))
source_mode = 1j*omega*mu0*coil_density*projection/norm
g_plasma = np.sqrt(kappa**2-k0**2+1j*omega*mu0*sigma_peak)
g_window = np.sqrt(kappa**2-EPS_WINDOW*k0**2)
g_air = np.sqrt(kappa**2-k0**2)
u = np.sinh(g_plasma*PLASMA_TOP)
du = g_plasma*np.cosh(g_plasma*PLASMA_TOP)
d = WINDOW_TOP-PLASMA_TOP
u_top = u*np.cosh(g_window*d)+du*np.sinh(g_window*d)/g_window
du_top = u*g_window*np.sinh(g_window*d)+du*np.cosh(g_window*d)
v = np.sinh(g_air*(LID-WINDOW_TOP))
dv = -g_air*np.cosh(g_air*(LID-WINDOW_TOP))
v_integral = (np.cosh(g_air*(LID-COIL_BOTTOM))
              - np.cosh(g_air*(LID-COIL_TOP)))/g_air
amplitude = source_mode*v_integral/(u_top*dv-du_top*v)
a, b = g_plasma.real, g_plasma.imag
depth_integral = (np.sinh(2*a*PLASMA_TOP)/(4*a)
                  - np.sin(2*b*PLASMA_TOP)/(4*b))
modal_power = np.pi*sigma_peak.real*np.sum(
    norm*abs(amplitude)**2*depth_integral)


def modal_field_error(s):
    zp = s["z"][s["z"] < PLASMA_TOP]
    exact = (np.sinh(np.outer(zp, g_plasma))*amplitude) @ j1(
        np.outer(kappa, s["r"]))
    difference = s["E"][:len(zp)]-exact
    return np.sqrt(np.sum(s["r"]*abs(difference)**2)
                   / np.sum(s["r"]*abs(exact)**2))


grids = [0.01, 0.005, 0.0025, 0.00125]
uniform = [solve_field(h, True) for h in grids]
uniform_power = [ohmic_power(s) for s in uniform]
field_errors = [modal_field_error(s) for s in uniform]
uniform_balance = [balance_error(s) for s in uniform]
field_order = np.log2(field_errors[-2]/field_errors[-1])
assert max(uniform_balance) < 1e-9
assert field_errors[0] > 1e-3
assert field_errors[-1] < 0.01
assert 1.75 < field_order < 2.25
assert abs(uniform_power[-1]/modal_power-1) < 0.01

# A wrong operator can conserve power and still give the wrong answer.
faulty = solve_field(grids[2], True, omit_curvature=True)
faulty_power = ohmic_power(faulty)
assert balance_error(faulty) < 1e-9
assert abs(faulty_power/modal_power-1) > 0.05

# Nonuniform plasma: conservation, local balance and refinement.
shaped = [solve_field(h, False) for h in grids]
shaped_power = [ohmic_power(s) for s in shaped]
shaped_balance = [balance_error(s) for s in shaped]
assert max(shaped_balance) < 1e-9
fine = shaped[-1]
power = shaped_power[-1]
for weight in (0.0, 1.0):
    assert abs(poynting_power(fine, upper_weight=weight)/power-1) < 1e-9
planes = [0.04, 0.06, 0.08, 0.10, 0.12]
plane_powers = [poynting_power(fine, p) for p in planes]
for plane, flux in zip(planes, plane_powers):
    assert abs(flux-ohmic_power(fine, min(plane, PLASMA_TOP))) < 1e-9*power
power_order = np.log2(abs((shaped_power[1]-shaped_power[2])
                          / (shaped_power[2]-shaped_power[3])))
assert 1.5 < power_order < 2.5
extrapolated = power+(power-shaped_power[2])/3
assert abs(power/extrapolated-1) < 0.01
surface_gaps = [abs(one_sided_poynting(s)/ohmic_power(s)-1)
                for s in shaped[1:]]
assert surface_gaps[-1] < surface_gaps[-2]
assert surface_gaps[-1] < 0.05

print(f"radius, plasma height: {RADIUS*100:.1f}, {PLASMA_TOP*100:.1f} cm")
print(f"window top, lid: {WINDOW_TOP*100:.1f}, {LID*100:.1f} cm")
print(f"coil bottom, top: {COIL_BOTTOM*100:.1f}, {COIL_TOP*100:.1f} cm")
for number, (inner, outer) in enumerate(TURNS, 1):
    print(f"turn {number} radii: {inner*100:.1f} to {outer*100:.1f} cm")
print(f"window relative permittivity: {EPS_WINDOW:.1f}")
print(f"coil current, peak: {CURRENT:.1f} A")
print(f"coil current density, peak: {coil_density:.3e} A/m^2")
print(f"frequency: {FREQUENCY/1e6:.2f} MHz")
print(f"angular frequency: {omega:.5e} rad/s")
print(f"peak electron density: {DENSITY:.2e} m^-3")
print(f"collision frequency: {NU:.2e} s^-1")
print(f"peak conductivity, real: {sigma_peak.real:.4f} S/m")
print(f"peak conductivity, imaginary: {sigma_peak.imag:.4f} S/m")
penetration = 1/np.sqrt(1j*omega*mu0*sigma_peak).real
print(f"plane-wave field penetration length: {penetration*100:.4f} cm")
print(f"heating per E^2, time integration: {heating_time:.6f} S/m")
print(f"heating per E^2, conductivity: {heating_formula:.6f} S/m")
print(f"uniform plasma, modal power: {modal_power:.5f} W")
for h, p, error, balance in zip(grids, uniform_power, field_errors,
                                uniform_balance):
    print(f"uniform, h={h*1000:.2f} mm: P={p:.5f} W, "
          f"field error={100*error:.4f} %, balance={balance:.1e}")
print(f"uniform field convergence order: {field_order:.3f}")
print(f"faulty operator, h={grids[2]*1000:.2f} mm: P={faulty_power:.5f} W")
print(f"faulty operator balance error: {balance_error(faulty):.1e}")
for h, p, balance in zip(grids, shaped_power, shaped_balance):
    print(f"shaped, h={h*1000:.2f} mm: P={p:.5f} W, balance={balance:.1e}")
print(f"shaped power convergence order: {power_order:.3f}")
print(f"shaped extrapolated power: {extrapolated:.4f} W")
print(f"shaped coil power, finest grid: {coil_power(fine):.8f} W")
print(f"shaped Poynting power, finest grid: {poynting_power(fine):.8f} W")
print(f"shaped ohmic power, finest grid: {power:.8f} W")
for plane, flux in zip(planes, plane_powers):
    print(f"downward power at z={plane*100:.1f} cm: {flux:.5f} W")
for h, gap in zip(grids[1:], surface_gaps):
    print(f"one-sided Poynting gap, h={h*1000:.2f} mm: {100*gap:.4f} %")
plasma_field = abs(fine["E"][fine["z"] < PLASMA_TOP])
row, column = np.unravel_index(plasma_field.argmax(), plasma_field.shape)
print(f"largest plasma field, peak: {plasma_field.max():.3f} V/m")
print(f"its position r, z: {fine['r'][column]*100:.3f}, "
      f"{fine['z'][row]*100:.3f} cm")
print(f"plasma series resistance: {2*extrapolated/CURRENT**2:.5f} ohm")
print("done: every assertion held")
```

Output:

```
radius, plasma height: 15.0, 10.0 cm
window top, lid: 12.0, 20.0 cm
coil bottom, top: 13.0, 14.0 cm
turn 1 radii: 3.0 to 4.0 cm
turn 2 radii: 7.0 to 8.0 cm
turn 3 radii: 11.0 to 12.0 cm
window relative permittivity: 4.0
coil current, peak: 20.0 A
coil current density, peak: 2.000e+05 A/m^2
frequency: 13.56 MHz
angular frequency: 8.52000e+07 rad/s
peak electron density: 1.00e+17 m^-3
collision frequency: 5.00e+07 s^-1
peak conductivity, real: 14.4376 S/m
peak conductivity, imaginary: -24.6017 S/m
plane-wave field penetration length: 1.8751 cm
heating per E^2, time integration: 7.218796 S/m
heating per E^2, conductivity: 7.218796 S/m
uniform plasma, modal power: 205.70686 W
uniform, h=10.00 mm: P=191.92558 W, field error=1.0348 %, balance=2.2e-16
uniform, h=5.00 mm: P=202.06765 W, field error=0.2752 %, balance=3.3e-16
uniform, h=2.50 mm: P=204.78412 W, field error=0.0700 %, balance=6.7e-16
uniform, h=1.25 mm: P=205.47535 W, field error=0.0176 %, balance=2.2e-16
uniform field convergence order: 1.993
faulty operator, h=2.50 mm: P=330.05570 W
faulty operator balance error: 2.2e-16
shaped, h=10.00 mm: P=111.68195 W, balance=1.1e-16
shaped, h=5.00 mm: P=110.08889 W, balance=2.2e-16
shaped, h=2.50 mm: P=109.66631 W, balance=5.6e-16
shaped, h=1.25 mm: P=109.55920 W, balance=2.2e-16
shaped power convergence order: 1.980
shaped extrapolated power: 109.5235 W
shaped coil power, finest grid: 109.55919539 W
shaped Poynting power, finest grid: 109.55919539 W
shaped ohmic power, finest grid: 109.55919539 W
downward power at z=4.0 cm: 1.07312 W
downward power at z=6.0 cm: 8.73966 W
downward power at z=8.0 cm: 46.02662 W
downward power at z=10.0 cm: 109.55920 W
downward power at z=12.0 cm: 109.55920 W
one-sided Poynting gap, h=5.00 mm: 9.5612 %
one-sided Poynting gap, h=2.50 mm: 3.3358 %
one-sided Poynting gap, h=1.25 mm: 0.9640 %
largest plasma field, peak: 414.772 V/m
its position r, z: 7.688, 9.938 cm
plasma series resistance: 0.54762 ohm
done: every assertion held
```
